# Island separation in irreversible two-dimensional growth: a program that tests the result

```python
# Result under test: irreversible two-dimensional growth gives an island separation
#   L/a = C * R**(1/6),  C = [3 * integral(sigma1/sigma**2 dtheta)]**(-1/6).
# a: lattice spacing; R = D/(J a^4): diffusion-to-deposition ratio;
# D: adatom diffusion coefficient (hop rate on a square lattice is 4D/a^2);
# J: deposited atoms per area and time; theta: deposited coverage;
# N, n: islands and adatoms per site; L/a = N**(-1/2);
# sigma, sigma1: capture numbers of islands and of single adatoms.
# "Point" islands keep the size of one site; "compact" islands grow as discs.
# The simulations follow individual atoms and use no capture numbers.
import math
import random
from itertools import chain, islice, repeat
import numpy as np
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def capture_number(density, atoms):
    radius = 0.5 + math.sqrt(atoms / math.pi)
    x = math.pi * density * radius**2
    return 2 * math.pi / (0.5 * math.log(1 / x) - 0.75 + x - x*x / 4)


def both_capture_numbers(density, coverage, compact):
    atoms = max(1.0, coverage / density) if compact else 1.0
    return capture_number(density, atoms), capture_number(density, 1.0)


def quasi_steady_density(ratio, coverage, compact):
    # The integrated variable is ratio * N**3.
    def slope(theta, z):
        density = (z[0] / ratio)**(1 / 3)
        sigma, sigma1 = both_capture_numbers(density, theta, compact)
        return [3 * sigma1 / sigma**2]
    start = 1e-7
    run = solve_ivp(slope, (start, coverage), [3 * start],
                    rtol=1e-7, atol=1e-11)
    assert run.success
    return (run.y[0, -1] / ratio)**(1 / 3)


def full_rate_density(ratio, coverage, compact):
    def slopes(theta, y):
        adatoms, islands = y
        safe = max(islands, 1e-12)
        sigma, sigma1 = both_capture_numbers(safe, theta, compact)
        meetings = sigma1 * ratio * adatoms**2
        return [1 - 2 * meetings - sigma * ratio * adatoms * islands, meetings]
    run = solve_ivp(slopes, (0, coverage), [0.0, 0.0], method="LSODA",
                    rtol=1e-7, atol=1e-13)
    assert run.success
    return run.y[1, -1]


def disc_sites(reach):
    sites = [(dx, dy) for dx in range(-reach, reach + 1)
             for dy in range(-reach, reach + 1)]
    return sorted(sites, key=lambda p: (p[0]**2 + p[1]**2, p))


DISC = disc_sites(30)


def lattice_capture_number(side, atoms):
    # Steady diffusion with uniform supply on a periodic lattice, one island.
    trap = np.zeros((side, side), dtype=bool)
    middle = side // 2
    for dx, dy in DISC[:atoms]:
        for ex, ey in ((0, 0), (1, 0), (-1, 0), (0, 1), (0, -1)):
            trap[middle + dx + ex, middle + dy + ey] = True
    label = np.arange(side * side).reshape(side, side)
    free = ~trap
    rows, cols, values = [label.ravel()], [label.ravel()], []
    values.append(np.where(trap, 1.0, 4.0).ravel())
    for axis in (0, 1):
        for shift in (-1, 1):
            neighbour = np.roll(label, shift, axis=axis)
            rows.append(label[free])
            cols.append(neighbour[free])
            values.append(-np.ones(free.sum()))
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols)))).tocsc()
    density = spsolve(matrix, free.ravel().astype(float))
    return side**2 / density.mean()


def simulate_islands(ratio, side, coverage, compact, seed):
    # Helical periodic boundaries; zone[site] is the label of a capturing island.
    size = side * side
    rng = random.Random(seed)
    generator = np.random.default_rng(seed)
    moves = np.array([1, -1, side, -side])
    stream = chain.from_iterable(
        moves[generator.integers(0, 4, 50000)].tolist() for _ in repeat(None))
    near = (0, 1, size - 1, side, size - side)
    zone = [0] * size
    centres, counts, adatoms = [0], [0], []

    def add_atom(island):
        dx, dy = DISC[counts[island]]
        counts[island] += 1
        site = centres[island] + dx + side * dy
        for offset in near:
            place = (site + offset) % size
            if not zone[place]:
                zone[place] = island
        adatoms[:] = [p for p in adatoms if not zone[p]]

    def arrive(site):
        if zone[site]:
            if compact:
                add_atom(zone[site])
        elif any((site - other) % size in near for other in adatoms):
            centres.append(site)
            counts.append(0)
            adatoms.append(site)
            add_atom(len(centres) - 1)
            if compact:
                add_atom(len(centres) - 1)
            # The partner always lies in the new capture zone and is removed.
        else:
            adatoms.append(site)

    deposited, target = 0, round(coverage * size)
    log_stay = math.log1p(-size / (size + 4 * ratio))
    while deposited < target:
        number = len(adatoms)
        if number == 1:
            # Hops made by a lone adatom before the next atom is deposited.
            limit = int(math.log(1 - rng.random()) / log_stay)
            site = adatoms[0]
            captured = False
            for move in islice(stream, limit):
                site = (site + move) % size
                if zone[site]:
                    captured = True
                    break
            if captured:
                adatoms.clear()
                arrive(site)
                continue
            adatoms[0] = site
        elif number > 1:
            if rng.random() >= size / (size + 4 * ratio * number):
                old = adatoms.pop(int(rng.random() * number))
                arrive((old + next(stream)) % size)
                continue
        deposited += 1
        arrive(rng.randrange(size))
    return len(centres) - 1


def simulated_separation(ratio, side, coverage, compact, seeds):
    total = sum(simulate_islands(ratio, side, coverage, compact, seed)
                for seed in seeds)
    return math.sqrt(len(seeds) * side**2 / total), total


# Round model parameters.
spacing = 0.3e-9
deposition = 0.01
diffusion_sites = 1e7
coverage = 0.05
diffusion = diffusion_sites * spacing**2
flux = deposition / spacing**2
ratio = diffusion / (flux * spacing**4)
bare = ratio**(1 / 6)
print(f"lattice spacing a = {spacing*1e9:.2f} nm")
print(f"deposition rate F = {deposition:.3f} monolayer/s")
print(f"diffusion coefficient = {diffusion_sites:.2e} a^2/s")
print(f"diffusion coefficient D = {diffusion:.3e} m^2/s")
print(f"deposition flux J = {flux:.3e} m^-2 s^-1")
print(f"ratio D/(J a^4) = {ratio:.3e} (dimensionless)")
print(f"coverage theta = {coverage:.3f} monolayer")
print(f"bare scale R^(1/6) = {bare:.2f} lattice spacings")
print(f"bare scale = {bare*spacing*1e9:.2f} nm")

# Cell estimate of capture against the lattice diffusion equation.
for atoms in (1, 37):
    lattice = lattice_capture_number(60, atoms)
    estimate = capture_number(1 / 60**2, atoms)
    print(f"capture number, {atoms} atom(s), 60x60 cell: "
          f"lattice {lattice:.3f}, formula {estimate:.3f}")
    # Discreteness blurs the capture radius by a fraction of a lattice spacing.
    assert abs(estimate / lattice - 1) < 0.10

# Quasi-steady integration against the full rate equations.
separation = {}
for compact in (False, True):
    name = "compact" if compact else "point"
    density = quasi_steady_density(ratio, coverage, compact)
    full = full_rate_density(ratio, coverage, compact)
    length, full_length = density**-0.5, full**-0.5
    assert abs(length / full_length - 1) < 0.03  # neglected initial transient
    separation[compact] = length
    sigma, sigma1 = both_capture_numbers(density, coverage, compact)
    adatoms = 1 / (sigma * ratio * density)
    print(f"{name}: final sigma = {sigma:.3f}, sigma1 = {sigma1:.3f}")
    print(f"{name}: island density N = {density:.3e} per site")
    print(f"{name}: island density = {density/spacing**2:.3e} m^-2")
    print(f"{name}: adatom density n = {adatoms:.3e} per site")
    print(f"{name}: nucleation/capture loss = "
          f"{2*sigma1*adatoms/(sigma*density):.2e}")
    print(f"{name}: mean atoms collected per island = {coverage/density:.1f}")
    print(f"{name}: coefficient C = {length/bare:.3f}")
    print(f"{name}: separation L = {length:.2f} lattice spacings "
          f"= {length*spacing*1e9:.2f} nm")
    print(f"{name}: L from full rate equations = {full_length:.2f} spacings")

# Constant-capture closed form, evaluated self-consistently for point islands.
closed = 1e-3
for _ in range(60):
    closed = (3 * coverage / (capture_number(closed, 1) * ratio))**(1 / 3)
print(f"point: closed-form sigma = {capture_number(closed, 1):.3f}")
print(f"point: closed-form L = {closed**-0.5:.2f} lattice spacings")
assert abs(closed**-0.5 / separation[False] - 1) < 0.03  # slow log variation

for theta in (0.02, 0.05, 0.10):
    length = quasi_steady_density(ratio, theta, True)**-0.5
    print(f"compact: L at coverage {theta:.2f} = {length:.2f} lattice spacings")
print(f"L factor if sigma1 is doubled = {2**(-1/6):.3f}")
print(f"bare-scale factor if hop rate replaces D = {4**(1/6):.3f}")

# Atom-by-atom simulations.
low_ratio = 1e7
simulated = {}
for compact in (False, True):
    name = "compact" if compact else "point"
    length, total = simulated_separation(low_ratio, 100, coverage, compact,
                                         range(11, 17))
    simulated[compact] = length
    theory = quasi_steady_density(low_ratio, coverage, compact)**-0.5
    print(f"R = {low_ratio:.0e}, {name}: simulated L = {length:.2f}, "
          f"theory {theory:.2f} spacings ({total} islands)")
    # Mean-field capture ignores cell-size spread and nonuniform nucleation.
    assert abs(length / theory - 1) < 0.25
assert simulated[True] > simulated[False]

high, total = simulated_separation(ratio, 220, coverage, True, (31, 32))
print(f"R = {ratio:.0e}, compact: simulated L = {high:.2f}, "
      f"theory {separation[True]:.2f} spacings ({total} islands)")
print(f"R = {ratio:.0e}, compact: simulated C = {high/bare:.3f}")
assert abs(high / separation[True] - 1) < 0.25

growth = high / simulated[True]
power_law = (ratio / low_ratio)**(1 / 6)
print(f"simulated growth of L from R = {low_ratio:.0e} to {ratio:.0e}: "
      f"{growth:.3f}")
print(f"growth from the one-sixth power alone = {power_law:.3f}")
# Finite island counts and logarithmic capture both affect this comparison.
assert abs(growth / power_law - 1) < 0.20

print("all good")
```

Running it gives:

```
lattice spacing a = 0.30 nm
deposition rate F = 0.010 monolayer/s
diffusion coefficient = 1.00e+07 a^2/s
diffusion coefficient D = 9.000e-13 m^2/s
deposition flux J = 1.111e+17 m^-2 s^-1
ratio D/(J a^4) = 1.000e+09 (dimensionless)
coverage theta = 0.050 monolayer
bare scale R^(1/6) = 31.62 lattice spacings
bare scale = 9.49 nm
capture number, 1 atom(s), 60x60 cell: lattice 2.220, formula 2.318
capture number, 37 atom(s), 60x60 cell: lattice 4.383, formula 4.436
point: final sigma = 2.485, sigma1 = 2.485
point: island density N = 4.002e-04 per site
point: island density = 4.447e+15 m^-2
point: adatom density n = 1.005e-06 per site
point: nucleation/capture loss = 5.02e-03
point: mean atoms collected per island = 124.9
point: coefficient C = 1.581
point: separation L = 49.99 lattice spacings = 15.00 nm
point: L from full rate equations = 50.22 spacings
compact: final sigma = 8.439, sigma1 = 2.246
compact: island density N = 2.337e-04 per site
compact: island density = 2.596e+15 m^-2
compact: adatom density n = 5.071e-07 per site
compact: nucleation/capture loss = 1.16e-03
compact: mean atoms collected per island = 214.0
compact: coefficient C = 2.069
compact: separation L = 65.42 lattice spacings = 19.63 nm
compact: L from full rate equations = 66.03 spacings
point: closed-form sigma = 2.476
point: closed-form L = 50.46 lattice spacings
compact: L at coverage 0.02 = 70.03 lattice spacings
compact: L at coverage 0.05 = 65.42 lattice spacings
compact: L at coverage 0.10 = 63.16 lattice spacings
L factor if sigma1 is doubled = 0.891
bare-scale factor if hop rate replaces D = 1.260
R = 1e+07, point: simulated L = 23.79, theory 24.43 spacings (106 islands)
R = 1e+07, compact: simulated L = 29.93, theory 29.71 spacings (67 islands)
R = 1e+09, compact: simulated L = 62.23, theory 65.42 spacings (25 islands)
R = 1e+09, compact: simulated C = 1.968
simulated growth of L from R = 1e+07 to 1e+09: 2.079
growth from the one-sixth power alone = 2.154
all good
```
